# Why model core potentials preserve ⟨r⁻³⟩ and smooth nodeless orbitals lose it

The electric field gradient that a p electron produces at its own nucleus is proportional to \(\langle r^{-3}\rangle\), and so is the coupling of its orbital motion to the nuclear magnetic moment. Suppose these quantities are evaluated for chlorine directly from the 3p orbital of a smooth pseudopotential. The orbital energy is good and the orbital is right in the bonding region, yet \(\langle r^{-3}\rangle\) comes out about fifteen times too small. A model core potential also removes the core electrons, but its \(\langle r^{-3}\rangle\) can be nearly that of the all-electron atom, provided the potential is accurate inside the core and the basis is flexible there.

It is tempting to attribute the difference to the radial node of 3p. That is nearly right, but the node is a symptom: what matters is the amplitude of the orbital inside the core. A model that can be solved exactly shows this: one p electron in a fixed local potential, with a projector acting on the core orbital.

## The expectation value is a force

Write the orbital as \(u(r)/r\) times a spherical harmonic, with \(u\) real and \(\int_0^\infty u^2\,dr=1\). In atomic units

\[
-\tfrac12u''+\frac{l(l+1)}{2r^2}u+Vu=\varepsilon u .
\]

Multiply by \(u'\) and integrate from zero to infinity. A bound \(u\) vanishes at infinity, and near the nucleus \(u\propto r^{l+1}\). For \(l\ge1\) the terms are

\[
-\tfrac12\int u'u''\,dr=-\tfrac14\big[u'^2\big]_0^\infty=0,\qquad
\varepsilon\int uu'\,dr=\tfrac{\varepsilon}{2}\big[u^2\big]_0^\infty=0,
\]

\[
\int\frac{uu'}{r^2}dr=\tfrac12\Big[\frac{u^2}{r^2}\Big]_0^\infty+\int\frac{u^2}{r^3}dr=\langle r^{-3}\rangle ,
\]

\[
\int uu'V\,dr=\tfrac12\big[u^2V\big]_0^\infty-\tfrac12\int u^2V'\,dr=-\tfrac12\langle V'\rangle .
\]

The last boundary term vanishes even for \(V\sim-Z/r\), because \(u^2\) falls faster than \(r\). Adding the pieces gives \(\tfrac12l(l+1)\langle r^{-3}\rangle-\tfrac12\langle V'\rangle=0\), so for a p orbital

\[
\boxed{\langle r^{-3}\rangle=\tfrac12\langle V'\rangle}
\]

Since \(V'>0\) means attraction, the mean centrifugal force balances the mean inward force. For \(l=0\) the argument fails: \(u'(0)\neq0\), and \(\langle r^{-3}\rangle\) diverges.

In ordinary units the relation reads \(2(\hbar^2/m)\langle r^{-3}\rangle=\langle V'\rangle\), with \(\hbar^2/m=7.62\) eV Å².

## Where chlorine 3p feels the force

The numbers below are for a nonrelativistic, spherically averaged chlorine atom in the local density approximation (Slater exchange, VWN correlation), with the 3p⁵ shell spread evenly over directions and spins. The Kohn–Sham potential is local, so the force relation applies.

The nucleus contributes 1134.9 eV/Å to the mean inward force on 3p, and the electronic part of the potential contributes −351.3 eV/Å. Hence

\[
\langle r^{-3}\rangle=\frac{1134.9-351.3}{2\times7.62}=51.42\ \text{Å}^{-3},
\]

or 7.62 atomic units, in agreement with direct integration of \(u^2/r^3\).

The 3p node lies at 0.281 Å. The lobe inside it holds 3.3% of the norm and 95.4% of \(\langle r^{-3}\rangle\). Per unit of norm, the inner lobe contributes \(0.954\times51.42/0.033\approx1490\) Å⁻³, and the rest of the orbital \(0.046\times51.42/0.967\approx2.4\) Å⁻³. An orbital can therefore be accurate for 97% of its charge and still miss almost all of this quantity.

## One Hamiltonian, with and without the node

Let \(h\) be the radial p Hamiltonian with the all-electron potential held fixed, and let \(u_2\) and \(u_3\) be its normalized 2p and 3p eigenfunctions, with energies \(\varepsilon_2=-191.57\) eV and \(\varepsilon_3=-8.72\) eV. Both are taken positive in their outer lobes. A core projector gives

\[
H_B=h+B\,|u_2\rangle\langle u_2| .
\]

Because \(\langle u_2|u_3\rangle=0\),

\[
H_Bu_3=\varepsilon_3u_3,\qquad H_Bu_2=(\varepsilon_2+B)u_2 .
\]

The projector moves 2p and leaves 3p untouched. Once \(B>\varepsilon_3-\varepsilon_2=182.85\) eV, 3p is the lowest p state, node included, and a variational valence calculation can no longer collapse into the core. This is the mechanism of model core potentials and of the ab initio model potential method (AIMP). In this model \(\langle r^{-3}\rangle\) is preserved exactly, because the orbital is.

Now set \(B=\varepsilon_3-\varepsilon_2\). The two states become degenerate, and any mixture of them is an equally good solution. Choose

\[
w=u_3+c\,u_2,\qquad c=-\lim_{r\to0}\frac{u_3}{u_2}>0 ,
\]

which cancels the leading behaviour at the nucleus. The limit is negative because 3p has one node and 2p has none.

To see that \(w\) is nodeless, define \(W=u_2u_3'-u_3u_2'\). The radial equation gives \(u_i''=(2/r^2+2V-2\varepsilon_i)u_i\), so

\[
W'=u_2u_3''-u_3u_2''=2(\varepsilon_2-\varepsilon_3)\,u_2u_3 .
\]

Inside the 3p node \(u_2u_3<0\), and \(\varepsilon_2-\varepsilon_3<0\), so \(W'>0\). With \(W(0)=0\) this makes \(W>0\), and therefore \((u_3/u_2)'=W/u_2^2>0\). The ratio \(u_3/u_2\) rises from \(-c\), which means \(w=u_2(u_3/u_2+c)>0\). Beyond the node both terms of \(w\) are positive. Hence \(w\) has no node at any \(r>0\).

It is also small near the nucleus. Put \(u_2\simeq ar^2\), \(u_3\simeq-car^2\) and \(\Delta=\varepsilon_3-\varepsilon_2\). To leading order \(W'=2\Delta ca^2r^4\), so \(W=\tfrac25\Delta ca^2r^5\) and \((u_3/u_2)'=\tfrac25\Delta cr\). Integrating once more,

\[
w\simeq\tfrac15\Delta\,r^2\;c\,u_2 .
\]

At 0.05 Å the factor \(\Delta r^2/5\) is about 0.01. Close to the nucleus, then, 3p is almost a copy of 2p multiplied by \(-c\), and the nodeless function has had that copy removed.

## What the removal costs

Define \(R_{ab}=\int u_au_b\,r^{-3}dr\), where the label \(w\) stands for the unnormalized function \(w\). Since \(u_3=w-cu_2\),

\[
\langle r^{-3}\rangle_{3p}=R_{ww}-2cR_{w2}+c^2R_{22}.
\]

For chlorine \(c=0.286\) and \(R_{22}=680.3\) Å⁻³. The three terms are

\[
4.71-8.94+55.65=51.42\ \text{Å}^{-3}.
\]

The large term is the \(\langle r^{-3}\rangle\) of 2p weighted by \(c^2=0.082\). Because \(u_2\) and \(u_3\) are orthonormal, \(w\) has norm \(1+c^2\), and the normalized nodeless function gives \(4.71/1.082=4.35\) Å⁻³, which is 8.5% of the all-electron value.

The same algebra shows that the absence of a node is not the cause. Add the 2p component a second time: \(w+cu_2=u_3+2cu_2\) is a sum of positive functions, so it too is nodeless. Its norm is \(1+4c^2=1.327\), and the cross term changes sign:

\[
\frac{4.71+8.94+55.65}{1.327}=52.2\ \text{Å}^{-3}.
\]

This lies within 2% of the all-electron value, without a node. The size is built in: near the nucleus this function is \(+cu_2\) before normalization, where \(u_3\) is \(-cu_2\), so both values are dominated by the same term \(c^2R_{22}\). The agreement is as close as 2% because the reversed cross term nearly offsets the larger norm. The example shows that a nodeless orbital underestimates \(\langle r^{-3}\rangle\) when its amplitude in the core is small, and need not do so otherwise. The two pseudo-orbitals examined below both belong to the first class.

## Conserving the norm does not help

The mixture \(w\) also differs slightly from 3p outside the core. A norm-conserving orbital removes that difference. Keep \(u_3\) beyond a radius \(r_c\), here 0.813 Å, and inside it use

\[
u=r^2e^{p},\qquad p=p_0+b_2x^2+b_3x^3+b_4x^4,\qquad x=r/r_c .
\]

Matching \(u\), \(u'\) and \(u''\) at \(r_c\) fixes three coefficients. The remaining freedom is to add to \(p\) a multiple of

\[
(1-x)^3(1+3x)=1-6x^2+8x^3-3x^4 ,
\]

which has the allowed powers and a triple zero at \(x=1\), so the matching survives. It is positive for \(0\le x<1\), so the norm inside \(r_c\) grows steadily from zero to infinity with the multiplier, and exactly one choice reproduces the all-electron norm.

The potential that has this orbital as its eigenfunction follows from the radial equation. With \(u'/u=2/r+p'\),

\[
\frac{u''}{u}=\Big(\frac2r+p'\Big)^2-\frac2{r^2}+p''=\frac2{r^2}+\frac{4p'}r+p'^2+p'' ,
\]

\[
V_{\rm ps}=\varepsilon_3+\frac{u''}{2u}-\frac1{r^2}=\varepsilon_3+\frac{2p'}r+\tfrac12\big(p'^2+p''\big).
\]

It is finite at the nucleus, because \(p\) has no linear term, and continuous at \(r_c\), because \(u''\) was matched.

Inside \(r_c\) both orbitals hold 40.35% of the norm. The all-electron orbital collects 50.96 Å⁻³ there and the nodeless one 3.30 Å⁻³. Both add the same 0.46 Å⁻³ from outside. The nodeless total is 3.76 Å⁻³ (0.557 atomic units), too small by a factor of 13.7. Norm conservation fixes how much charge lies inside \(r_c\), not how close to the nucleus it lies.

The force relation gives the same result from the side of the potential. The mean inward force has dropped from 783.6 to 57.3 eV/Å, and \(57.3/15.24=3.76\) Å⁻³.

## Potentials as they are used

A practical model core potential does not contain the exact potential. Here the nuclear attraction plus the Coulomb repulsion of the ten core electrons is replaced by

\[
-\frac7r\Big[1+\sum_kA_ke^{-\alpha_kr^2}\Big],\qquad\sum_kA_k=\frac{10}7 .
\]

The constraint restores \(-17/r\) at the nucleus, and at large distance \(-7/r\) remains. Each core orbital is shifted by \(B=-2\varepsilon_{\rm core}\), and the 3s²3p⁵ shell is solved self-consistently. The frozen core density is kept in the exchange–correlation potential, much as AIMP keeps the exchange operator of the core. This term is essential: without it the eight-Gaussian potential below gives only 61% of the all-electron value.

The published pseudopotential ccECP was solved for the same valence shell. It was not constructed from this LDA atom, so it serves as an independent nodeless case.

- All-electron: 51.42 Å⁻³ (7.62 atomic units).
- Model core potential, eight Gaussians: 51.33 Å⁻³ (7.61 atomic units).
- Model core potential, five Gaussians: 51.28 Å⁻³ (7.60 atomic units).
- ccECP: 3.26 Å⁻³ (0.483 atomic units).

The model core potentials err by 0.2% and 0.3% of the all-electron value. The largest error of the Gaussian sum is 0.04 with eight terms and 0.08 with five, against a value of 1.43 at the nucleus. The 0.2% of the eight-term fit is stable against the choice of fitting points, but the 0.3% of the five-term fit is partly fortuitous: other fitting points or exponent ranges with five terms give errors of up to about 3%, even when the largest error of the sum is smaller, and three terms give 7 to 24%. With eight Gaussians, making the shifts ten times larger changes the result by 0.02%, so between these two values it does not hinge on \(B\). The 2p shift must exceed the threshold \(\varepsilon_3-\varepsilon_2\), but not by much. Since \(u_2\) is not an exact eigenfunction of the fitted potential, a residual coupling mixes 2p into 3p near degeneracy; 2% above the threshold it moves the result by only 0.2%, while 0.2% above it the self-consistent calculation no longer converges.

The ccECP value is too small by a factor of 15.8, although its 3p energy, −8.65 eV, is within 0.08 eV of the all-electron −8.72 eV. A good valence energy is no evidence for a good \(\langle r^{-3}\rangle\).

## Conditions

The comparison concerns the bare expectation value. For the mixture above the loss can be repaired exactly if the core orbital is known; for the norm-conserving and ccECP orbitals, which are not combinations of \(u_2\) and \(u_3\), the same step is not exact and is not examined here. For the mixture, \(\langle u_2|w\rangle=c\), so orthogonalizing \(w\) to 2p gives \(w-cu_2=u_3\), the full orbital.

A model core potential, for its part, delivers the inner lobe only if the valence basis can represent it. The presence of a node is not enough. With the eight-Gaussian potential and an uncontracted Gaussian p basis whose largest exponent is about 7, 21, 63 or 580 bohr⁻², the node lies at 0.28 Å in every case, but \(\langle r^{-3}\rangle\) is 16%, 56%, 88% and 99% of the all-electron value.

With nonlocal Hartree–Fock exchange, \(\langle V'\rangle\) must be replaced by \(-2\int u'(\hat Vu)\,dr\), where \(\hat V\) is the full potential operator; the projector argument is unchanged when \(u_2\) and \(u_3\) are eigenfunctions of the same Fock operator. The all-electron atom is treated without relativity, the response of the core to its surroundings is left out, and the factors of 14 to 16 belong to these two pseudo-orbitals of chlorine 3p; another matching radius or functional form gives another factor (12 to 14 for \(r_c\) between 0.65 and 1.1 Å, 8 at 0.5 Å). The numbers also depend on the method: the all-electron value is 50.2 Å⁻³ with PBE and 47.0 Å⁻³ for the singly occupied restricted open-shell Hartree–Fock orbital, and the ccECP factor becomes 15.3 and 13.8. The numerical check tests the force relation for the all-electron, norm-conserving and ccECP orbitals, and computes the values of \(\langle r^{-3}\rangle\) compared here.

## Computed values

```
Chlorine, spherical restricted LDA (Slater exchange, VWN)
hbar^2/m: 7.6200 eV angstrom^2
AE 2p energy: -191.568 eV
AE 3p energy: -8.718 eV
AE 3p node radius: 0.2806 angstrom
AE 3p norm inside node: 0.0330
AE share of <r^-3> inside node: 0.9543
AE mean force, nuclear part: 1134.94 eV/angstrom
AE mean force, electron part: -351.31 eV/angstrom
AE mean force, total: 783.63 eV/angstrom
Norm-conserving mean force: 57.33 eV/angstrom
ccECP mean force: 49.64 eV/angstrom
Matching radius r_c: 0.8128 angstrom
Norm inside r_c (both orbitals): 0.4035
AE <r^-3> inside r_c: 50.956 angstrom^-3
Nodeless <r^-3> inside r_c: 3.298 angstrom^-3
Common <r^-3> beyond r_c: 0.464 angstrom^-3
Mixing coefficient c: 0.2860
2p <r^-3>, R_22: 680.27 angstrom^-3
c^2 R_22: 55.652 angstrom^-3
-2c R_w2: -8.943 angstrom^-3
R_ww: 4.710 angstrom^-3
MCP 8 Gaussians, largest error of fitted shape: 3.67e-02
MCP 5 Gaussians, largest error of fitted shape: 7.82e-02
MCP 8 Gaussians, 3p energy: -8.702 eV
MCP 5 Gaussians, 3p energy: -8.677 eV
ccECP 3p energy: -8.645 eV
MCP 8 Gaussians, node: 0.2806 angstrom
<r^-3> of 3p: angstrom^-3 | atomic units | ratio to AE
all-electron: 51.420 | 7.6196 | 1.0000
MCP, 8 Gaussians: 51.332 | 7.6066 | 0.9983
MCP, 5 Gaussians: 51.278 | 7.5987 | 0.9972
MCP, 8 Gaussians, tenfold B: 51.343 | 7.6083 | 0.9985
nodeless mixture, c: 4.354 | 0.6452 | 0.0847
nodeless mixture, 2c: 52.218 | 7.7379 | 1.0155
nodeless norm-conserving: 3.762 | 0.5574 | 0.0732
nodeless ccECP: 3.257 | 0.4827 | 0.0633
```
